# The inverse-cube-root temperature exponent of vibrational de-excitation

**Q.** In a hot deposition reactor, the rate at which carrier gas removes vibrational energy from a precursor is said to vary as the exponential of \(-T^{-1/3}\). A fixed activation energy would give \(1/T\) in the exponent instead. What is the model behind this odd power?

**A.** A structureless carrier molecule strikes a diatomic along its bond. The diatomic is a harmonic oscillator with mass \(m\), angular frequency \(\omega\) and bond stretch \(q\). The relative mass of the two partners is \(\mu\), and \(x\) is their separation. The interaction is

\[
V(x,q)=V_0\,e^{-(x-\lambda q)/L}.
\]

Here \(L\) is the range of the repulsion, and a stretch \(q\) moves the struck end outward by \(\lambda q\), with \(\lambda=1/2\) for equal atoms. The collision stays on one electronic state. To first order in \(q\),

\[
V(x,q)\approx V_0e^{-x/L}+\frac{\lambda}{L}\,V_0e^{-x/L}\,q .
\]

The first term steers the relative motion and the second drives the oscillator. I treat the relative motion as a classical path with incoming speed \(v\), ignoring for now the energy it receives from the oscillator.

**Q.** Then the result depends on how the force varies in time. What is that path?

**A.** Let \(V(t)\) be the repulsion along the path and \(E=\mu v^2/2\). Energy conservation gives \(\dot x^2=v^2(1-V/E)\), and differentiating \(V=V_0e^{-x/L}\) gives \(\dot V=-\dot xV/L\). Hence

\[
\dot V^2=\frac{v^2}{L^2}V^2\left(1-\frac VE\right).
\]

Try \(V=E\,\mathrm{sech}^2(at)\). Then \(\dot V=-2aV\tanh(at)\), and since \(\tanh^2(at)=1-V/E\), we get \(\dot V^2=4a^2V^2(1-V/E)\). The two agree for \(a=v/(2L)\). The turning point, where \(V=E\), is at \(t=0\).

First-order perturbation theory for the step from level 1 to level 0 uses \(\langle0|q|1\rangle^2=\hbar/(2m\omega)\):

\[
P(v)=\frac{1}{\hbar^2}\,\frac{\hbar}{2m\omega}\,\frac{\lambda^2}{L^2}
\left|\int_{-\infty}^{\infty}V(t)e^{i\omega t}dt\right|^2 .
\]

The sign of \(\omega\) does not matter because \(V(t)\) is even.

**Q.** Please do the integral in the open. The whole exponent seems to hide there.

**A.** Define \(J=\int\mathrm{sech}^2(at)e^{i\omega t}dt\), and close the contour by a rectangle of height \(i\pi/a\), the period of \(\mathrm{sech}^2(at)\). The upper side contributes \(-e^{-\pi\omega/a}J\), and the vertical sides vanish when moved to infinity.

The one enclosed pole is at \(t_0=i\pi/(2a)\). With \(t=t_0+\tau\), \(\cosh(at)=i\sinh(a\tau)\), so \(\mathrm{sech}^2(at)=-1/\sinh^2(a\tau)\), which starts as \(-1/(a^2\tau^2)\) and has no \(1/\tau\) term. Expanding \(e^{i\omega\tau}\) to first order gives the residue \(-(i\omega/a^2)e^{-\pi\omega/(2a)}\). Therefore

\[
J\left(1-e^{-\pi\omega/a}\right)=\frac{2\pi\omega}{a^2}e^{-\pi\omega/(2a)},
\qquad
J=\frac{\pi\omega}{a^2\sinh(\pi\omega/2a)} .
\]

Putting \(a=v/(2L)\) and multiplying by \(E=\mu v^2/2\),

\[
\int V e^{i\omega t}dt
=\frac{\mu v^2}{2}\,\frac{4\pi\omega L^2}{v^2\sinh(\pi\omega L/v)}
=\frac{2\pi\mu\omega L^2}{\sinh(\pi\omega L/v)} .
\]

Inserting this in \(P\),

\[
P(v)=\frac{C}{\sinh^2(\pi\omega L/v)},\qquad
C=\frac{2\pi^2\mu^2\omega L^2\lambda^2}{m\hbar}.
\]

For a slow collision, \(\sinh z\approx e^z/2\), so

\[
P(v)\approx4C\,e^{-2\pi\omega L/v}.
\]

The force lasts for a time of order \(L/v\). The repulsion always pushes the same way, but it speeds the oscillator up in one half of a vibration and slows it down in the other. If the oscillator vibrates many times during the contact, these effects nearly cancel.

**Q.** Does the formula also behave for a sudden blow?

**A.** For \(v\gg\pi\omega L\), \(\sinh z\approx z\) gives \(P\approx2\mu^2\lambda^2v^2/(m\hbar\omega)\). A sudden elastic reversal transfers momentum \(2\mu v\), of which the oscillator coordinate receives \(2\mu v\lambda\). That corresponds to an energy \((2\mu v\lambda)^2/(2m)\), and dividing by \(\hbar\omega\) gives the same expression. It is usable only while \(P\ll1\), which in this limit requires \(C\ll1\). The parameters used below give \(C=266\), so for them the sudden limit checks the algebra but does not describe a real collision.

**Q.** Real collisions are not head-on. Which Maxwell distribution do you average over?

**A.** I take spheres of contact distance \(d\), with the speed \(v\) along the line of centres doing the work. Let \(g\) be the full relative speed and \(\beta=\mu/(kT)\). The colliding flux has the normalized weight \(\tfrac12\beta^2g^3e^{-\beta g^2/2}\). For impact parameter \(b\), \(v^2=g^2(1-b^2/d^2)\). Equal areas of the target are equally likely, so \(v^2/g^2\) is uniform between 0 and 1, and at fixed \(g\) its element is \(2v\,dv/g^2\). The weight of \(v\) is then

\[
\int_v^\infty\frac{\beta^2g^3}{2}e^{-\beta g^2/2}\,\frac{2v}{g^2}\,dg
=\beta^2v\int_v^\infty g\,e^{-\beta g^2/2}dg
=\beta v\,e^{-\beta v^2/2}.
\]

The slow-collision form of \(P\) therefore gives

\[
\langle P\rangle\approx4C\int_0^\infty\frac{\mu v}{kT}\,e^{-\Phi(v)}dv,
\qquad
\Phi=\frac{\mu v^2}{2kT}+\frac{2\pi\omega L}{v}.
\]

**Q.** Now there are two exponents. Where does the cube root enter?

**A.** Fast collisions are rare and slow ones are ineffective. The best compromise satisfies \(\Phi'=0\):

\[
\frac{\mu v_*}{kT}=\frac{2\pi\omega L}{v_*^2},
\qquad
v_*^3=\frac{2\pi\omega LkT}{\mu}.
\]

Multiplying the first equation by \(v_*\) shows that \(\mu v_*^2/(kT)\) and \(2\pi\omega L/v_*\) are equal. Call their common value \(s\). The product of the first with the square of the second is \(s^3\), and \(v_*\) cancels from it:

\[
s=\left[\frac{\mu(2\pi\omega L)^2}{kT}\right]^{1/3}.
\]

At the stationary point \(\Phi=s/2+s=3s/2\). The leading exponent is thus

\[
-\frac{3s}{2}=-B\,T^{-1/3},\qquad
B=\frac32\left[\frac{\mu(2\pi\omega L)^2}{k}\right]^{1/3}.
\]

There is no fixed activation energy because the effective collision energy \(E_*=\mu v_*^2/2=skT/2\) itself moves with temperature, as \(T^{2/3}\).

**Q.** You have evaluated one point, not an integral. What is the prefactor, and how good is it?

**A.** Set \(v=v_*y\). Then \(\Phi=sf(y)\) with \(f=y^2/2+1/y\), and

\[
\langle P\rangle\approx4Cs\int_0^\infty y\,e^{-sf(y)}dy .
\]

Around \(y=1+\xi\),

\[
f=\frac32+\frac32\xi^2-\xi^3+\xi^4-\cdots .
\]

For large \(s\) the peak is narrow, so the limits may be extended to infinity. The quadratic term gives \(\int e^{-3s\xi^2/2}d\xi=\sqrt{2\pi/(3s)}\), and

\[
\langle P\rangle\approx4C\sqrt{\frac{2\pi s}{3}}\;e^{-3s/2}.
\]

For the next term put \(\xi=\eta/\sqrt s\). The Gaussian \(e^{-3\eta^2/2}\) is then multiplied by

\[
\left(1+\frac{\eta}{\sqrt s}\right)
\left(1+\frac{\eta^3}{\sqrt s}-\frac{\eta^4}{s}+\frac{\eta^6}{2s}+\cdots\right).
\]

Odd powers integrate to zero. At order \(1/s\) the two \(\eta^4\) terms cancel and \(\eta^6/2\) remains. The Gaussian has variance \(1/3\), so the mean of \(\eta^6\) is \(15/27=5/9\). The result is multiplied by \(1+5/(18s)\).

**Q.** Would the ordinary distribution of three-dimensional speeds destroy the law?

**A.** It would change the power of \(s\) in front. With the weight \(\sqrt{2/\pi}\,\beta^{3/2}v^2e^{-\beta v^2/2}\), the same Gaussian integral gives

\[
4C\sqrt{\frac2\pi}\,s^{3/2}\sqrt{\frac{2\pi}{3s}}\,e^{-3s/2}
=\frac{8C}{\sqrt3}\,s\,e^{-3s/2}.
\]

The exponent is unchanged. For a probability per collision, the flux weight is the appropriate one.

**Q.** Put numbers in. I want to know whether \(s\) is really large.

**A.** I take round parameters in the rough regime of O\(_2\) in N\(_2\) carrier gas during oxide film growth: \(\hbar\omega=0.2\) eV, \(L=0.02\) nm, \(\mu=15\) u, \(m=8\) u, \(\lambda=1/2\) and \(T=1000\) K. Then \(kT=0.0862\) eV and \(2\pi\omega L=3.82\times10^4\) m/s. The stationary speed is \(v_*=2766\) m/s, against a mean relative speed of 1188 m/s, so

\[
s=\frac{3.82\times10^4}{2766}=13.8,\qquad
\frac{3s}{2}=20.7,\qquad B=207\ \mathrm{K}^{1/3}.
\]

The energy at \(v_*\) is 0.595 eV. The fraction of collisions with a larger normal speed is \(e^{-E_*/kT}=e^{-6.90}=1.0\times10^{-3}\). With \(4C=1062\),

\[
\langle P\rangle\approx1062\times\sqrt{\frac{2\pi(13.80)}{3}}\;e^{-20.706}
=5.81\times10^{-6}.
\]

The factor \(1+5/(18s)\) raises this to \(5.93\times10^{-6}\). Numerical quadrature with the full \(\sinh^2\) formula also gives \(5.93\times10^{-6}\). At 500 K and 1500 K quadrature gives \(3.05\times10^{-8}\) and \(7.6\times10^{-5}\), with the other parameters held fixed.

**Q.** First-order theory could fail in the fast tail, even if the average is tiny.

**A.** At \(v_*\) the formula gives \(P=1.075\times10^{-3}\). Integrating Newton's equation for the path together with the Schrödinger equation of the linearly driven oscillator, in fourteen levels, gives \(1.074\times10^{-3}\). At 4000 m/s the formula gives 0.076 and the integration 0.070. The latter is matched by \(Pe^{-P}=0.076\,e^{-0.076}=0.070\). Using \(Pe^{-P}\) in the thermal average lowers it by 0.7 per cent, so this saturation is minor here.

**Q.** There is a worse problem. The oscillator gives up 0.2 eV, and your path never notices.

**A.** That is a real defect. A path that ignores the exchange gives equal probabilities for excitation and de-excitation, so it violates detailed balance.

Let \(v_i\) and \(v_f\) be the initial and final speeds, and \(u\) their mean. In a wave treatment the phase mismatch between initial and final motion grows as \((p_f-p_i)/\hbar\) per unit length. At each position \(p_f^2-p_i^2=2\mu\hbar\omega\), so this mismatch is \(\omega\) divided by the local mean speed. It is the phase \(\omega t\) on a path travelled at the mean speed, which suggests replacing \(P(v)\) by \(P(u)\).

This argument is not a proof. I therefore computed the wave functions of relative motion in \(V_0e^{-x/L}\) by Numerov integration, and from them the first-order quantum probability. For the sampled initial energies from 0.05 to 3 eV it agrees with \(P(u)\) to better than one part in a million.

**Q.** What does that do to the thermal average?

**A.** From \(v_f^2-v_i^2=2\hbar\omega/\mu\) and \(v_f+v_i=2u\) follows \(v_f-v_i=\hbar\omega/(\mu u)\). Hence \(v_i=u-\hbar\omega/(2\mu u)\), and

\[
E_i=\frac{\mu v_i^2}{2}
=\frac{\mu u^2}{2}-\frac{\hbar\omega}{2}+\frac{(\hbar\omega)^2}{8\mu u^2}.
\]

The Boltzmann factor contains \(E_i\), while the probability contains \(u\). If the last term is small, the stationary point stays near \(u=v_*\), where \(\mu u^2=skT\). The average gains the factor

\[
R\approx\exp\left[\frac{\hbar\omega}{2kT}-\frac{1}{8s}\left(\frac{\hbar\omega}{kT}\right)^2\right].
\]

For \(\hbar\omega/kT=2.32\) this is \(e^{1.160-0.049}=3.04\). Averaging the numerical quantum probabilities gives \(1.79\times10^{-5}\), which is 3.02 times the classical-path value. The small difference is mostly the change of integration variable: \(dE_i\) is smaller than \(d(\mu u^2/2)\) by the fraction \((\hbar\omega/kT)^2/(4s^2)=0.7\) per cent.

Detailed balance is restored as well. The reverse collision has the same \(u\) and the same probability, but starts with energy \(E_i+\hbar\omega\). Its thermal average is therefore smaller by \(e^{-\hbar\omega/kT}\).

**Q.** Then a plot of \(\ln\langle P\rangle\) against \(T^{-1/3}\) will not have slope \(-B\).

**A.** Correct. Let \(\theta=T^{-1/3}\), which is 0.1 K\(^{-1/3}\) at 1000 K. On the classical path the prefactor contributes \(\tfrac12\ln s\), and \(s\) is proportional to \(\theta\), so

\[
-\frac{d\ln\langle P\rangle}{d\theta}\approx B-\frac{1}{2\theta}=207-5=202\ \mathrm{K}^{1/3}.
\]

Quadrature also gives 202. Energy exchange adds \(\ln R\). Its first term varies as \(\theta^3\) and its second as \(\theta^5\), so the slope changes by

\[
-\frac{3}{\theta}(1.160)+\frac5\theta(0.049)=-34.8+2.4=-32.4\ \mathrm{K}^{1/3}.
\]

This predicts 170, and the numerical quantum average gives 170. Reading that slope as \(B\) would understate \(B\) by 18 per cent. Since \(B\propto L^{2/3}\), the inferred \(L\) would be too small by a factor \((170/207)^{3/2}=0.74\). The cube-root law describes the leading exponent, not the whole temperature dependence.

**Q.** When does even the leading exponent lose its meaning?

**A.** At high temperature \(s\) falls, the peak broadens, and strong collisions invalidate first-order theory. At low temperature \(s\) grows, which favours steepest descent, but \(E_*\) shrinks as \(T^{2/3}\) while the quantum stays fixed. The first term in \(\ln R\), \(\hbar\omega/(2kT)\), is a fraction \(\hbar\omega/(6E_*)\) of the leading exponent \(3s/2\): about 6 per cent at 1000 K and 9 per cent at 500 K. So \(s\gg1\) is not sufficient for the leading exponent to dominate: \(\hbar\omega\) must also be well below \(6E_*\). The second term in \(\ln R\) grows as \(T^{-5/3}\), from 0.049 at 1000 K to 0.15 at 500 K. When it becomes large, the stationary point should be found again with the full \(E_i\).

**Q.** How much of this survives in a real reactor?

**A.** Temperatures near 1000 K and pressures near 10 Torr are reasonable for low-pressure oxide growth. The 0.2 eV quantum and the masses are rough values for O\(_2\) and N\(_2\), and \(L\) is the least certain input. The modelled effects on \(\langle P\rangle\), each taken with the other settings fixed, are:

- **Energy exchange:** a factor 3.02.
- **Coupling beyond first order in \(q\):** a factor 0.55, evaluated at \(v_*\) on the unperturbed path with the full exponential. Letting the relative motion respond as well, in a coupled-channel quantum calculation of the thermal average, lowers the factor to 0.45.
- **Bond orientation:** replacing \(\lambda\) by \(\lambda\cos\gamma\), where \(\gamma\) is the angle between bond and approach, gives the mean of \(\cos^2\gamma\), or 1/3.
- **A shallow attraction:** an assumed well of 0.01 eV gives a factor 1.12, close to \(e^{0.01/0.0862}\), if it only speeds the partners up before impact. An attraction that also varies during contact sharpens the force pulse and matters more. On classical paths, subtracting an attractive exponential from the repulsion, with the same well depth, gives a factor 1.45 if the attraction decays over \(5L\) and 3.2 if it decays over \(2L\).
- **A 10 per cent larger \(L\):** a factor 0.32.
- **Bond anharmonicity:** a further factor of about 0.2 when the harmonic bond in the coupled-channel calculation is replaced by a Morse bond 6.1 eV deep, with the same 0.2 eV step between levels 1 and 0 and the bond along the approach. The collision compresses the bond, and a Morse bond is stiffer when compressed. The factor depends on the depth: it is 0.19 at 6.1 eV and 0.16 at 5.2 eV, which is close to the real well depth of O\(_2\).

The second entry is a warning: a transition probability of \(10^{-3}\) does not guarantee that the linear coupling is accurate. At the turning point for \(v_*\), the linear coupling between levels 1 and 0 is \((\lambda/L)E_*\sqrt{\hbar/(2m\omega)}=0.054\) eV, about a quarter of the quantum, so during contact the oscillator is disturbed far more than its final state reveals. The term in \(q^2\), which stiffens the bond during contact, causes most of the reduction: on the same unperturbed path, the linear and quadratic terms alone give a factor 0.53.

If the first four factors were independent, their product would be \(3.02\times0.55\times0.333\times1.12=0.62\). They are not quite independent: a tilted bond is coupled more weakly, so its higher-order reduction is milder, while the response of the relative motion makes that reduction stronger. Treating the first three effects together, with the bond angle fixed during each collision, and then multiplying by the factor for the attraction gives 0.73. That near-cancellation belongs to these parameters, to a harmonic bond and to an attraction that only adds speed. With the Morse bond, 0.73 becomes 0.26. Here the sign of the coupling matters: the nearer end is the one struck, so \(\lambda\) is replaced by \(\lambda|\cos\gamma|\) and the bond is compressed at every angle. With the harmonic bond, using the factor 3.2 for the attraction instead of 1.12 would give about 2.1. The least certain input, \(L\), still matters greatly: making it 10 per cent larger lowers the probability by a factor of about three with the harmonic bond, and by nearly four with the Morse bond along the approach.

**Q.** Does a probability of a few per million matter on the time scale of a reactor?

**A.** At 10 Torr, with an assumed collision diameter of 0.35 nm and the mean relative speed above, the hard-sphere collision rate is \(4.4\times10^7\) s\(^{-1}\). The lifetime of level 1 against this process is

\[
\frac{1}{(4.4\times10^7\ \mathrm{s}^{-1})(5.93\times10^{-6})}=3.8\ \mathrm{ms}
\]

on the classical path, 1.3 ms with energy exchange alone, about 5 ms with the combined factor 0.73 found above for a harmonic bond, and about 15 ms with the factor 0.26 for the Morse bond. Gas that crosses the hot zone in a comparable time need not reach vibrational equilibrium through these collisions alone. At fixed temperature and composition the lifetime varies inversely with pressure.

Rotation, exchange of vibrational quanta with N\(_2\), wall collisions, reactions and vibrational relaxation by free O atoms are all missing. They open further routes, so the calculated lifetime should not be taken as the total lifetime in a reactor.
